# Shot Noise and Source Degeneracy in a Saturated Ballistic Subband: a program that tests the result

```python
"""Fano factor of a saturated one-dimensional ballistic subband, fixed barrier.

Result under test: F = S/(2 e I) = occ(eta)/u = (1 - exp(-u))/u, where
  eta = (source Fermi level - barrier top)/kT,
  occ(eta) = 1/(1+exp(-eta)) is the source occupation at the barrier top,
  u = ln(1+exp(eta)) = I/(g e kT/h),
  S = one-sided zero-frequency current noise, g = spin times valley degeneracy.
The independent road is the charge-counting statistics of free fermions on a
chain, evolved in time without any scattering formula.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit as occ

e, h, hbar = const.e, const.h, const.hbar


def softplus(eta):
    return np.logaddexp(0.0, eta)


def fano_closed(eta):
    return occ(eta) / softplus(eta)


def integral(func, low, high):
    return quad(func, low, high, limit=400, epsabs=1e-12, epsrel=1e-10)[0]


def moments(eta, trans=lambda x: 1.0, low=0.0):
    """Integrals of D f and D f (1 - D f) over x = (E - barrier top)/kT."""
    high = max(eta, 0.0) + 40.0
    mean = integral(lambda x: trans(x) * occ(eta - x), low, high)
    var = integral(lambda x: trans(x) * occ(eta - x)
                   * (1 - trans(x) * occ(eta - x)), low, high)
    return mean, var


def fano_with_drain(eta, v):
    """v = e V_DS/kT; unit transmission, both contacts kept."""
    return (occ(eta) + occ(eta - v)) / (softplus(eta) - softplus(eta - v))


# ---------- closed forms against quadrature, limits, derivative relation ----
for eta in (-4.0, -1.0, 0.0, 2.0, 6.0):
    mean, var = moments(eta)
    u = softplus(eta)
    assert abs(mean / u - 1) < 1e-7
    assert abs(var / mean - (1 - np.exp(-u)) / u) < 1e-7
    step = 1e-3
    slope = (np.log(moments(eta + step)[0])
             - np.log(moments(eta - step)[0])) / (2 * step)
    assert abs(slope - var / mean) < 1e-5
mean, var = moments(-4.0)
assert abs((1 - var / mean) / (np.exp(-4.0) / 2) - 1) < 0.02  # next order e^eta
mean, var = moments(12.0)
assert abs(12.0 * var / mean - 1) < 1e-4
scan = [moments(x)[1] / moments(x)[0] for x in np.linspace(-5, 10, 16)]
assert np.all(np.diff(scan) < 0)

# ---------- counting statistics of free fermions on a chain -----------------
# Hopping J = 1, hbar = 1, band from 0 to 4; the band bottom is the barrier top.
half, kT_chain = 300, 0.5
times = (70.0, 140.0)


def chain(n):
    return 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


lead_energy, lead_state = np.linalg.eigh(chain(half))


def lead_filling(eta):
    if eta is None:
        return np.zeros((half, half))
    weight = occ(eta - lead_energy / kT_chain)
    return (lead_state * weight) @ lead_state.T


def transfer_operators(transmission):
    """Change of the right-half number operator after each time."""
    ham = chain(2 * half)
    r, t = np.sqrt(1 - transmission), np.sqrt(transmission)
    a, b = half - 1, half
    ham[a, a] += r          # this bond defect transmits equally at all energies
    ham[b, b] -= r
    ham[a, b] = ham[b, a] = -t
    energy, state = np.linalg.eigh(ham)
    result = []
    for time in times:
        evolve = (state * np.exp(-1j * energy * time)) @ state.T
        change = evolve[half:].conj().T @ evolve[half:]
        change[half:, half:] -= np.eye(half)
        result.append(change)
    return result


def chain_fano(operators, eta_source, eta_drain):
    filling = np.zeros((2 * half, 2 * half))
    filling[:half, :half] = lead_filling(eta_source)
    filling[half:, half:] = lead_filling(eta_drain)
    means, variances = [], []
    for change in operators:
        left = change @ filling
        right = change @ (np.eye(2 * half) - filling)
        means.append(np.trace(left).real)
        variances.append(np.sum(left * right.T).real)
    return (variances[1] - variances[0]) / (means[1] - means[0])


open_ops, defect_ops = transfer_operators(1.0), transfer_operators(0.8)
chain_rows = [
    ("eta=-1, D=1, empty drain", chain_fano(open_ops, -1.0, None),
     fano_closed(-1.0)),
    ("eta=2, D=1, empty drain", chain_fano(open_ops, 2.0, None),
     fano_closed(2.0)),
    ("eta=2, D=0.8, empty drain", chain_fano(defect_ops, 2.0, None),
     1 - 0.8 * (1 - fano_closed(2.0))),
    ("eta=2, D=1, drain eta=0", chain_fano(open_ops, 2.0, 0.0),
     fano_with_drain(2.0, 2.0)),
]
for name, counted, formula in chain_rows:
    # finite counting time and finite band width leave errors below 3 percent
    assert abs(counted / formula - 1) < 0.03, (name, counted, formula)


# ---------- transmission of a parabolic barrier -----------------------------
def parabolic_transmission_numeric(ratio, edge=12.0):
    """ratio = (E - top)/(hbar omega); outgoing wave integrated backwards."""
    p = np.sqrt(edge**2 + 2 * ratio)
    start = np.array([1.0, 1j * p - edge / (2 * p**2)], complex) / np.sqrt(p)
    sol = solve_ivp(lambda y, w: [w[1], -(y * y + 2 * ratio) * w[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    minus = 1 / np.sqrt(p)
    dminus = (-1j * p + edge / (2 * p**2)) / np.sqrt(p)
    incoming = (dminus * psi - minus * dpsi) / (-2j)
    return 1 / abs(incoming)**2


for ratio in (-0.3, 0.0, 0.3):
    assert abs(parabolic_transmission_numeric(ratio)
               - occ(2 * np.pi * ratio)) < 2e-3

# ---------- worked example: rough gate-all-around nanowire regime -----------
T, V_DS, g = 300.0, 0.6, 4
height, width, t_ox, eps_ox = 3e-9, 5e-9, 1e-9, 3.9
m_light, m_heavy = 0.2, 0.9
drop, drop_length, channel = 0.10, 5e-9, 10e-9
kT = const.k * T / e                       # eV
G = g * e**2 / h                           # siemens
mass = m_light * const.m_e
v_thermal = np.sqrt(2 * kT * e / mass)
main_level = 0.10
eta0 = main_level / kT
F0 = fano_closed(eta0)

# smooth barrier top
hw = hbar * np.sqrt(2 * drop * e / mass) / drop_length / e
soft = hw / (2 * np.pi * kT)
mean_s, var_s = moments(eta0, lambda x: occ(x / soft), -30.0)

# higher subbands of a hard-wall wire, three valley pairs
unit = (np.pi * hbar)**2 / (2 * const.m_e) / e
levels = sorted(unit * (i * i / (mh * height**2) + j * j / (mw * width**2))
                for mh, mw in ((m_heavy, m_light), (m_light, m_heavy),
                               (m_light, m_light))
                for i in range(1, 6) for j in range(1, 6))
offsets = np.array(levels) - levels[0]
F_sub = (occ(eta0 - offsets / kT).sum()
         / softplus(eta0 - offsets / kT).sum())

# barrier feedback through the charge at the barrier top
perimeter = 2 * (height + width)
radius = perimeter / (2 * np.pi)
C = 2 * np.pi * eps_ox * const.epsilon_0 / np.log(1 + t_ox / radius)


def line_density(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    return (g / h) * (2 * kT * e / v_thermal) * integral(
        lambda s: occ(eta - s * s), 0.0, top)


def feedback_velocity(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    C_q = G * (2 / v_thermal) * integral(
        lambda s: occ(eta - s * s) * occ(s * s - eta), 0.0, top)
    return C_q, G * occ(eta) / (C + C_q)


C_q, lam = feedback_velocity(eta0)


def fano_feedback(eta, cutoff):
    """Electrons slower than the cutoff energy (in kT) get its velocity."""
    lam_eta = feedback_velocity(eta)[1]

    def weight(x):
        v = v_thermal * np.sqrt(max(x, cutoff))
        return occ(eta - x) * occ(x - eta) * (1 - lam_eta / v)**2
    high = max(eta, 0.0) + 40.0
    noise = integral(weight, 0.0, cutoff) + integral(weight, cutoff, high)
    return noise / softplus(eta)


# test of the factor 1 - lambda/v: add a weak beam, solve the charge balance
flux0 = g * kT * e / h * softplus(eta0)
density0 = line_density(eta0)
beam = 1e-4 * flux0
for beam_energy in (1.0, 3.0):
    def balance(shift):
        v = v_thermal * np.sqrt(beam_energy - shift)
        extra = line_density(eta0 - shift) + beam / v - density0
        return shift * kT * e * C / e**2 / density0 - extra / density0
    shift = brentq(balance, -0.01, 0.1, xtol=1e-14)
    response = 1 + (g * kT * e / h * softplus(eta0 - shift) - flux0) / beam
    expected = 1 - lam / (v_thermal * np.sqrt(beam_energy))
    assert abs(response - expected) < 3e-3

field = e * density0 / (perimeter * eps_ox * const.epsilon_0)
V_one_percent = brentq(
    lambda V: fano_with_drain(eta0, V / kT) / F0 - 1.01, 0.05, 0.6)
eta_half = brentq(lambda x: fano_closed(x) - 0.5, -5, 10)
T_hot = 400.0
F_hot = fano_closed(main_level * e / (const.k * T_hot))
v_main = np.sqrt(2 * main_level * e / mass)

# ---------- printed numbers -------------------------------------------------
print("Counting on a chain: Fano factor counted / formula")
for name, counted, formula in chain_rows:
    print(f"  {name}: {counted:.4f} / {formula:.4f}")
print(f"Inputs: T = {T:.0f} K, V_DS = {V_DS:.2f} V, degeneracy g = {g}")
print(f"Wire {height*1e9:.0f} nm x {width*1e9:.0f} nm, oxide {t_ox*1e9:.0f} nm,"
      f" relative permittivity {eps_ox}")
print(f"Masses {m_light} and {m_heavy} m_e, channel {channel*1e9:.0f} nm")
print(f"kT = {kT*1e3:.3f} meV")
print(f"Current unit g e kT/h = {G*kT*1e6:.4f} uA")
print(f"Noise ceiling 2 g e^2 kT/h = {2*G*kT*e:.4e} A^2/Hz")
print("mu-E_b (eV), eta, f(E_b), u, I (uA), S (A^2/Hz), F")
for level in (-0.10, -0.05, 0.0, 0.05, 0.10, 0.15):
    eta = level / kT
    mean, var = moments(eta)
    assert abs(var / mean - fano_closed(eta)) < 1e-7
    print(f"  {level:+.2f}  {eta:+.3f}  {occ(eta):.4f}  {mean:.4f}"
          f"  {G*kT*mean*1e6:.4f}  {2*G*kT*e*var:.3e}  {var/mean:.4f}")
print(f"F = 1/2 at eta = {eta_half:.4f}, mu-E_b = {eta_half*kT*1e3:.2f} meV")
print(f"Main case mu-E_b = {main_level:.2f} eV: F = {F0:.4f},"
      f" 1/eta = {1/eta0:.4f}")
I_main = G * kT * softplus(eta0)
print(f"Full shot noise 2eI = {2*e*I_main:.3e} A^2/Hz")
print(f"Root noise density = {np.sqrt(2*e*I_main*F0)*1e12:.3f} pA/sqrt(Hz)")
print(f"Ideal-gate g_m = {G*occ(eta0)*1e6:.2f} uS")
print("Neglected effects, main case:")
print(f"  drain occupation at barrier top = {occ(eta0-V_DS/kT):.2e}")
print(f"  F with drain at V_DS = {fano_with_drain(eta0, V_DS/kT):.4f}")
print(f"  V_DS where drain raises F by 1 percent = {V_one_percent:.3f} V")
print(f"  barrier falls {drop:.2f} eV in {drop_length*1e9:.0f} nm:"
      f" hbar omega = {hw*1e3:.2f} meV")
print(f"  F with smooth barrier = {var_s/mean_s:.4f},"
      f" current ratio = {mean_s/softplus(eta0):.4f}")
print(f"  F with uniform transmission 0.8 = {1-0.8*(1-F0):.4f}")
print(f"  next subbands above first = {offsets[1]*1e3:.1f},"
      f" {offsets[2]*1e3:.1f} meV")
print(f"  F with all subbands = {F_sub:.4f}")
print(f"  F at {T_hot:.0f} K, same mu-E_b = {F_hot:.4f}")
print(f"  gate capacitance C = {C*1e9:.4f} nF/m,"
      f" quantum C_q = {C_q*1e9:.4f} nF/m")
print(f"  feedback velocity lambda = {lam/1e5:.3f} x 1e5 m/s")
print(f"  electron velocity at mu = {v_main/1e5:.3f} x 1e5 m/s")
print(f"  F with feedback, cutoff {soft*kT*1e3:.2f} meV"
      f" = {fano_feedback(eta0, soft):.4f}")
print(f"  F with feedback, cutoff {soft*kT*250:.2f} meV"
      f" = {fano_feedback(eta0, soft/4):.4f}")
print(f"  line density at barrier top = {density0*1e-9:.4f} per nm")
print(f"  mean oxide field at wire surface = {field*1e-8:.3f} MV/cm")
print(f"  transit frequency v/(2 pi L) = {v_main/(2*np.pi*channel)/1e12:.2f} THz")
print("tests ok")
```

Printed output:

```
Counting on a chain: Fano factor counted / formula
  eta=-1, D=1, empty drain: 0.8592 / 0.8585
  eta=2, D=1, empty drain: 0.4146 / 0.4141
  eta=2, D=0.8, empty drain: 0.5316 / 0.5313
  eta=2, D=1, drain eta=0: 0.9628 / 0.9630
Inputs: T = 300 K, V_DS = 0.60 V, degeneracy g = 4
Wire 3 nm x 5 nm, oxide 1 nm, relative permittivity 3.9
Masses 0.2 and 0.9 m_e, channel 10 nm
kT = 25.852 meV
Current unit g e kT/h = 4.0061 uA
Noise ceiling 2 g e^2 kT/h = 1.2837e-24 A^2/Hz
mu-E_b (eV), eta, f(E_b), u, I (uA), S (A^2/Hz), F
  -0.10  -3.868  0.0205  0.0207  0.0829  2.628e-26  0.9897
  -0.05  -1.934  0.1263  0.1350  0.5409  1.621e-25  0.9354
  +0.00  +0.000  0.5000  0.6931  2.7768  6.418e-25  0.7213
  +0.05  +1.934  0.8737  2.0691  8.2890  1.122e-24  0.4223
  +0.10  +3.868  0.9795  3.8889  15.5790  1.257e-24  0.2519
  +0.15  +5.802  0.9970  5.8053  23.2564  1.280e-24  0.1717
F = 1/2 at eta = 1.3665, mu-E_b = 35.33 meV
Main case mu-E_b = 0.10 eV: F = 0.2519, 1/eta = 0.2585
Full shot noise 2eI = 4.992e-24 A^2/Hz
Root noise density = 1.121 pA/sqrt(Hz)
Ideal-gate g_m = 151.79 uS
Neglected effects, main case:
  drain occupation at barrier top = 3.98e-09
  F with drain at V_DS = 0.2519
  V_DS where drain raises F by 1 percent = 0.225 V
  barrier falls 0.10 eV in 5 nm: hbar omega = 55.21 meV
  F with smooth barrier = 0.3337, current ratio = 1.0011
  F with uniform transmission 0.8 = 0.4015
  next subbands above first = 104.0, 139.3 meV
  F with all subbands = 0.3709
  F at 400 K, same mu-E_b = 0.3208
  gate capacitance C = 0.6550 nF/m, quantum C_q = 0.4039 nF/m
  feedback velocity lambda = 1.433 x 1e5 m/s
  electron velocity at mu = 4.194 x 1e5 m/s
  F with feedback, cutoff 8.79 meV = 0.1034
  F with feedback, cutoff 2.20 meV = 0.1047
  line density at barrier top = 0.4458 per nm
  mean oxide field at wire surface = 1.293 MV/cm
  transit frequency v/(2 pi L) = 6.67 THz
tests ok
```
